# Current Through a Boundary-Driven XX Chain with Bulk Dephasing, part 2

How does the steady particle current through a chain of $N\ge2$ sites depend on its length? Here $\hbar=1$, and rates have the unit of energy. Neighbouring sites are coupled by hopping $J\neq0$. The left and right contacts exchange particles with sites 1 and $N$ at rates $\Gamma_L,\Gamma_R$, with contact occupations $f_L,f_R$. Every site has dephasing rate $\gamma$. The full spin equation is the Lindblad equation for the density matrix of all sites.

With fermion operators $c_j$, let $G_{jk}=\langle c_j^\dagger c_k\rangle$. In averages, $n_j=G_{jj}$ is the occupation. The matrix $h$ has $h_{j,j+1}=h_{j+1,j}=J$ and is zero elsewhere. Set $\Gamma_1=\Gamma_L$, $\Gamma_N=\Gamma_R$, $f_1=f_L$, $f_N=f_R$, and $\Gamma_j=0$ elsewhere. Then

$$\frac{dG_{jk}}{dt}=i[h,G]_{jk}-\tfrac12(\Gamma_j+\Gamma_k)G_{jk}-\gamma(1-\delta_{jk})G_{jk}+\delta_{jk}\Gamma_jf_j. \tag{4}$$

This has one steady solution. The norm argument for that uses the difference $X$ of two solutions:

$$\frac{d}{dt}\sum_{jk}|X_{jk}|^2=-\sum_{jk}(\Gamma_j+\Gamma_k)|X_{jk}|^2-2\gamma\sum_{j\ne k}|X_{jk}|^2\le0 .$$

The current from $j$ to $j+1$ is $I_j=iJ(G_{j,j+1}-G_{j+1,j})$. In the steady state it is the same $I$ on every bond, and $I=\Gamma_L(f_L-n_1)=\Gamma_R(n_N-f_R)$.

For two sites, with $A=\sigma_1^+\sigma_2^-$ (which moves a particle from site 2 to site 1), the steady coherence equation is

$$0=iJ(n_2-n_1)-\kappa\langle A\rangle,\qquad \kappa=\gamma+\tfrac12(\Gamma_L+\Gamma_R),$$

and the current obeys

$$f_L-f_R=I\left[\frac1{\Gamma_L}+\frac1{\Gamma_R}+\frac{\Gamma_L+\Gamma_R}{4J^2}+\frac{\gamma}{2J^2}\right]. \tag{3}$$

For any $N$ at $\gamma=0$, the trial solution

$$G_{j,j+1}=-\frac{iI}{2J},\qquad G_{j+1,j}=\frac{iI}{2J},\qquad G_{jk}=0\ \text{for}\ |j-k|\ge2 \tag{6}$$

satisfies (4) and gives the coherent current $I_0$ and contact resistance $R_c$:

$$I_0=\frac{f_L-f_R}{R_c},\qquad R_c=\frac1{\Gamma_L}+\frac1{\Gamma_R}+\frac{\Gamma_L+\Gamma_R}{4J^2}. \tag{7}$$

Resistance means occupation difference divided by particle current.

### Adding dephasing to the long chain

The trial solution (6) needs little change. Dephasing does not enter the diagonal equations. It multiplies coherences of separation two or more, but these are zero. It therefore enters through the nearest-neighbour equation:

$$0=iJ(n_{j+1}-n_j)+\left[\gamma+\tfrac12(\Gamma_j+\Gamma_{j+1})\right]\frac{iI}{2J}.$$

The plus sign comes from damping the negative imaginary coherence $G_{j,j+1}=-iI/(2J)$. Solving for the drop gives

$$n_j-n_{j+1}=\left[\gamma+\tfrac12(\Gamma_j+\Gamma_{j+1})\right]\frac{I}{2J^2}. \tag{8}$$

There are $N-1$ bonds. Their dephasing terms add to $(N-1)\gamma I/(2J^2)$. The end rates $\Gamma_L$ and $\Gamma_R$ each occur in one bond and add $(\Gamma_L+\Gamma_R)I/(4J^2)$. Including the drops $I/\Gamma_L$ and $I/\Gamma_R$ into and out of the contacts,

$$\boxed{I=\frac{f_L-f_R}{R_c+(N-1)\gamma/(2J^2)}} \tag{9}$$

This is the steady current of the stated model for every $N\ge2$, with no assumption of weak driving or weak dephasing. Setting $\gamma=0$ recovers (7), and setting $N=2$ recovers (3).

The full spin equation provides a test that does not use (4). For four sites with the test parameters of Part I, $J=1$, $\Gamma_L=0.7$, $\Gamma_R=1.9$, $f_L=0.95$, $f_R=0.1$ and $\gamma=0.8$, its steady state was found directly. The resulting $G$ differs from the analytic matrix by at most $4.4\times10^{-16}$.

That state is not Gaussian, even though its two-operator averages close. In an even Gaussian fermion state, Wick's theorem gives

$$\langle n_1n_3\rangle-\langle n_1\rangle\langle n_3\rangle=-|G_{13}|^2+|\langle c_1c_3\rangle|^2 .$$

Here $G_{13}=0$, so the right side cannot be negative. The computed correlation is $-1.17\times10^{-2}$. Equation (9) therefore gives the average current; it does not by itself give current noise or density correlations.

### Where the current changes its length dependence

Define a crossover length, counted in bonds, by equating the bulk and contact resistances:

$$\ell=\frac{2J^2R_c}{\gamma},\qquad x=\frac{N-1}{\ell},\qquad I=\frac{I_0}{1+x}. \tag{10}$$

Taking the logarithm, $\ln I=\ln I_0-\ln(1+x)$. With the contacts, $J$ and $\gamma$ held fixed, $d\ln x=d\ln(N-1)$, and hence

$$\frac{d\ln I}{d\ln(N-1)}=-\frac{x}{1+x}. \tag{11}$$

The slope is near zero when $x\ll1$, equals $-\tfrac12$ at $x=1$, and approaches $-1$ when $x\gg1$. The change is smooth. A nearly length-independent range also requires $\ell\gg1$, because the shortest chain already has one bond. Strong dephasing can remove that range altogether.

The two limits must be taken in a stated order. At fixed $N$, letting $\gamma\to0$ gives the finite coherent current $I_0$. At fixed $\gamma>0$, letting $N\to\infty$ gives zero current, however small $\gamma$ is.

### Reading off the diffusion constant

Let $a$ be the site spacing and $L=(N-1)a$. The particle density per length is $n_j/a$. Fick's law on a bond therefore reads

$$I=-D\,\frac{(n_{j+1}-n_j)/a}{a}=\frac{D}{a^2}(n_j-n_{j+1}).$$

On a bond that touches neither contact, (8) gives $n_j-n_{j+1}=\gamma I/(2J^2)$. Thus

$$D=\frac{2J^2a^2}{\gamma}. \tag{12}$$

At fixed $J$ and $a$, the diffusion constant is inversely proportional to the dephasing rate and independent of the contacts. For $N-1\gg\ell$, equation (9) becomes

$$I\simeq\frac{2J^2}{\gamma}\frac{f_L-f_R}{N-1}=\frac{D}{a}\frac{f_L-f_R}{L}.$$

The same $D$ has a simple kinetic reading. A band state of wave number $k$ has energy $2J\cos ka$ and velocity $-2Ja\sin ka$. Its squared velocity averaged over the band is $2J^2a^2$, so $D$ is that average times the coherence time $1/\gamma$. Raising $\gamma$ shortens the coherent motion between phase disturbances.

### A check with no contacts

Steady flow is one way to define diffusion; the spreading of a particle is another. Put one particle on site 0 of an infinite chain, with no contacts, and follow

$$m(t)=a^2\sum_jj^2n_j .$$

Since $dn_j/dt=I_{j-1}-I_j$, shifting the summation index gives

$$\frac{dm}{dt}=a^2\sum_j\left[(j+1)^2-j^2\right]I_j=a^2\sum_j(2j+1)I_j\equiv w .$$

The boundary terms vanish because at finite time the particle's probability falls rapidly at large distance. To find $dw/dt$, use (4) for $G_{j,j+1}$ and its complex conjugate. With $R_j=G_{j,j+2}+G_{j+2,j}$,

$$\frac{dI_j}{dt}=2J^2(n_j-n_{j+1})+J^2(R_j-R_{j-1})-\gamma I_j .$$

Multiply by $a^2(2j+1)$ and sum. Shifting indices in the first two terms gives

$$\sum_j(2j+1)(n_j-n_{j+1})=\sum_j[(2j+1)-(2j-1)]n_j=2,$$
$$\sum_j(2j+1)(R_j-R_{j-1})=\sum_j[(2j+1)-(2j+3)]R_j=-2\sum_jR_j .$$

The remaining sum is zero at the start. It stays zero: in the equation for $\sum_jG_{j,j+2}$ the four hopping terms cancel in pairs after an index shift, leaving pure decay at rate $\gamma$. Therefore

$$\frac{dw}{dt}=4J^2a^2-\gamma w,\qquad w(0)=0,$$

with solution $w=(4J^2a^2/\gamma)(1-e^{-\gamma t})$. One more integration gives

$$m(t)=\frac{4J^2a^2}{\gamma}\left[t-\frac{1-e^{-\gamma t}}{\gamma}\right]. \tag{13}$$

For $\gamma t\ll1$, the exponential expansion gives $m\simeq2J^2a^2t^2$, which is ballistic. For $\gamma t\gg1$, the growth rate is $4J^2a^2/\gamma=2D$, the usual law of diffusion in one dimension. A numerical evolution of 101 sites at $\gamma=2J$, with $D$ taken from the growth between $t=14/J$ and $15/J$, gives $D=1.00000\,Ja^2$. Equation (12) gives $2J^2a^2/(2J)=Ja^2$.

### What the contacts do

Each contact contributes $1/\Gamma+\Gamma/(4J^2)$ to $R_c$. The first term is slow exchange with the reservoir. The second is damping of the end-bond coherence by that exchange. Setting the derivative to zero,

$$-\frac1{\Gamma^2}+\frac1{4J^2}=0,\qquad \Gamma=2|J| .$$

The second derivative $2/\Gamma^3$ is positive, so this is a minimum. With both contacts at this value and $J>0$, $R_c=2/J$ and $\ell=4J/\gamma$. A numerical search on eight sites with equal contact rates and $\gamma=0.3J$ finds the largest current at $\Gamma=2.0000J$.

Poorer contacts make $R_c$ larger and therefore lengthen the range over which the current hardly depends on length. They do so by lowering $I_0$, with $D$ unchanged. A flat curve of current against length alone does not show that the bulk is free of dephasing.

### A chain with round parameters

Take $J=0.005$ eV, $\gamma=0.001$ eV, $\Gamma_L=\Gamma_R=0.010$ eV, $a=4$ Å, $f_L=0.6$ and $f_R=0.4$. These are model parameters, not those of a named material. Rates and currents in eV are their values multiplied by $\hbar$.

The contact resistance is

$$R_c=\frac2{0.010}+\frac{0.020}{4(0.005)^2}=200+200=400\ \text{eV}^{-1}.$$

Each bond adds $0.001/[2(0.005)^2]=20\ \text{eV}^{-1}$, so $\ell=400/20=20$ bonds, or 80 Å. Without dephasing, $I_0=0.2/400=5.0\times10^{-4}$ eV at every length. With dephasing the currents are as follows.

| $N$ | $I$ (eV) | $(N-1)I$ (eV) | slope (11) |
|---:|---:|---:|---:|
| 2 | $4.76\times10^{-4}$ | $4.76\times10^{-4}$ | $-0.05$ |
| 6 | $4.00\times10^{-4}$ | $2.00\times10^{-3}$ | $-0.20$ |
| 21 | $2.50\times10^{-4}$ | $5.00\times10^{-3}$ | $-0.50$ |
| 101 | $8.33\times10^{-5}$ | $8.33\times10^{-3}$ | $-0.83$ |
| 201 | $4.55\times10^{-5}$ | $9.09\times10^{-3}$ | $-0.91$ |

The third column tends to $2J^2(f_L-f_R)/\gamma=1.0\times10^{-2}$ eV. Even at 201 sites it is 9% below this limit, because the contacts still supply one eleventh of the resistance.

At $N=21$ the contact and bulk resistances are equal, and $I=0.2/800=2.5\times10^{-4}$ eV, or $3.8\times10^{11}$ s$^{-1}$. The first occupation is $n_1=0.6-0.00025/0.010=0.575$. The first bond has the drop

$$\frac{(0.001+0.005)(0.00025)}{2(0.005)^2}=0.030,$$

and each of the 18 interior bonds has a drop of 0.005. The whole difference is accounted for: $2(0.025)+2(0.030)+18(0.005)=0.200$. A straight line fitted from contact to contact would thus give too large an interior gradient and too small a $D$.

The interior gradient gives $\hbar D=0.80$ eV Å$^2$, or $D=1.2\times10^{15}$ Å$^2$ s$^{-1}$. With everything else fixed, dephasing rates of 0.0005, 0.001, 0.002 and 0.004 eV give $\hbar D=1.6$, 0.8, 0.4 and 0.2 eV Å$^2$. Each doubling of $\gamma$ halves $D$.

### What the model leaves out

**Interaction.** A coupling $V(n_j-\tfrac12)(n_{j+1}-\tfrac12)$ on every bond, with $V=J=0.005$ eV, lowers the current through five sites by 10% relative to (9), all other parameters fixed. This result from the full spin equation does not determine how the change grows with length.

**Static disorder.** Independent site energies drawn uniformly from a range of full width 0.005 eV lower the mean current at 21 sites by about 20%; single samples scatter about this mean by some 4 percentage points. Two sites show how detuning enters on a single bond. An energy difference $\delta=\epsilon_1-\epsilon_2$ adds $i\delta\langle A\rangle$ to the coherence equation. Then $\langle A\rangle=-iJ(n_1-n_2)/(\kappa-i\delta)$, and

$$I=\frac{2J^2\kappa}{\kappa^2+\delta^2}(n_1-n_2).$$

The detuning reduces the bond conductance, and for $\kappa<|\delta|$ added dephasing raises it. This formula cannot be added up bond by bond in the chain above: with unequal site energies the trial form (6) fails, coherences over longer separations appear, and the series sum would predict a drop of about 64% instead of 20%. For disorder of width $J$ the mean current at 21 sites still falls as $\gamma$ grows, while for width $3J$ it first rises. Hence the law $D\propto1/\gamma$ should not be carried over to a disordered chain without a new calculation.

**Temperature.** In a closed chain with $\gamma>0$, the norm argument of Part I, applied to $G$ itself with all $\Gamma_j=0$, shows that a stationary $G$ has no off-diagonal elements. The nearest-neighbour equation then reduces to $iJ(n_{j+1}-n_j)=0$, so all $n_j$ are equal and $G$ is a multiple of the unit matrix. Every band state is therefore equally occupied, whatever its energy. Such dephasing can represent a thermal environment only if the thermal energy is well above the bandwidth $4J$. Here $4J=0.020$ eV corresponds to 232 K. Room temperature, about 300 K, is not far above it. At half filling the thermal occupations then run from 0.60 at the band bottom to 0.40 at the top, although the thermally weighted squared velocity differs from $2J^2a^2$ by only 1 to 2%. How much the current changes there requires a thermal calculation. Such a calculation would also have to replace the contact occupations $f_L$ and $f_R$, which do not depend on energy here, by thermal ones.

**A real setting.** Narrow-band organic crystals offer a rough comparison for charge hopping. Their molecular spacings are several Å, and the better conductors among them have transfer energies of roughly tens of meV, so the chosen $J$ is low. Their transfer energies also fluctuate, often slowly compared with the hopping, whereas the model keeps $J$ fixed and its noise has no memory. The repulsion of charges on neighbouring molecules can far exceed the $V$ tried above. The 10% and 20% changes size the stated perturbations, not these larger departures. The values of $I$ and $D$ are therefore results for the model chain, and are not predictions for such a crystal.

## Values computed for the example and the checks

```
hopping J = 0.0050 eV
dephasing gamma = 0.0010 eV
contact rate, both ends = 0.0100 eV
spacing a = 4.0 angstrom
contact occupations fL, fR = 0.6, 0.4
contact resistance Rc = 400.0 1/eV
bulk resistance per bond = 20.0 1/eV
crossover length ell = 20.00 bonds
crossover length ell*a = 80.0 angstrom
current without dephasing, N=2..101 = 5.0000e-04 eV
N; current (eV); current*(N-1) (eV); log slope (no unit)
   2; 4.7619e-04; 4.7619e-04; -0.048
   6; 4.0000e-04; 2.0000e-03; -0.200
  21; 2.5000e-04; 5.0000e-03; -0.500
 101; 8.3333e-05; 8.3333e-03; -0.833
 201; 4.5455e-05; 9.0909e-03; -0.909
long-chain limit of current*(N-1) = 1.0000e-02 eV
numerical log slope at N=21 = -0.4997 (no unit)
current at N=21 = 3.798e+11 1/s
N=21 occupations, sites 1, 2, 3 = 0.5750, 0.5450, 0.5400
N=21 occupations, sites 19, 20, 21 = 0.4600, 0.4550, 0.4250
N=21 drop on first bond = 0.0300
N=21 drop on a bulk bond = 0.0050
gamma (eV); hbar*D from current/gradient (eV angstrom^2)
0.0005; 1.6000
0.0010; 0.8000
0.0020; 0.4000
0.0040; 0.2000
D at example gamma = 1.215e+15 angstrom^2/s
zz coupling tried V = 0.0050 eV
current change from V at N=5 = -9.96 percent
site-energy disorder, full width W = 0.0050 eV
mean current change from W at N=21 = -21.10 percent
standard error of that mean, 40 samples = 0.73 percent
bandwidth 4J = 0.0200 eV
bandwidth as temperature 4J/kB = 232 K
closure error, random 4-site state = 1.4e-16 (J=1)
closure violation with V=J = 2.30e-02 (J=1)
4-site many-body minus analytic G = 4.4e-16
4-site density correlation, sites 1,3 = -1.174e-02
transmission integral, N=3 and N=8 = 0.383894, 0.383894 (J=1)
best symmetric contact rate = 2.0000 J
D from spreading at gamma=2J = 1.00000 J a^2
```
